# Second-order spectrum of the Dirac-Coulomb operator: enclosures without pollution

Let \(H\) be self-adjoint with domain \(D(H)\), and let \(\phi_1,\dots,\phi_n\in D(H)\) be orthonormal trial functions. Form

\[
L_{jk}=\langle\phi_j,H\phi_k\rangle,\qquad K_{jk}=\langle H\phi_j,H\phi_k\rangle .
\]

The second-order spectrum is the set of complex \(z=a+ib\) with

\[
\det Q(z)=0,\qquad Q(z)=K-2zL+z^2 . \tag{1}
\]

For every such root the true spectrum of \(H\) has a point in the interval

\[
[\,a-|b|,\;a+|b|\,]. \tag{2}
\]

For a Dirac atom this point is an eigenvalue if the interval lies inside the gap \((-mc^2,mc^2)\); otherwise it may belong to a continuum. A root can have a real part far from the spectrum, but its imaginary part is then at least as large as that distance. Freedom from pollution means that if roots from a sequence of trial spaces converge to a real number, that number belongs to the spectrum. The theorem does not promise that every level is found.

## The operator and its true levels

For a fixed point nucleus, \(V=-Z\alpha\hbar c/r\). With radial functions \((P,Q)\) normalized by \(\int(|P|^2+|Q|^2)\,dr=1\),

\[
H=\begin{pmatrix} mc^2+V & \hbar c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\\ \hbar c\left(\frac{d}{dr}+\frac{\kappa}{r}\right) & -mc^2+V\end{pmatrix}.
\]

Here \(\kappa=-1\) labels s1/2 and \(\kappa=+1\) labels p1/2. Write \(\zeta=Z\alpha\) and \(\gamma=\sqrt{\kappa^2-\zeta^2}\). Near the nucleus solutions behave as \(r^{\pm\gamma}\). If \(\gamma>1/2\), the solution \(r^{-\gamma}\) is not square integrable. At infinity, for nonreal energy, one solution grows exponentially. By Weyl's criterion no boundary condition has to be chosen, and \(D(H)\) consists of all locally absolutely continuous, square-integrable functions whose image under \(H\) is square integrable. For \(|\kappa|=1\) the condition is \(Z\alpha<\sqrt3/2\).

To know what is false, we need the true levels. Measure \(r\) in \(\hbar/(mc)\), put \(w=E/mc^2\), \(\mu=\sqrt{1-w^2}\), and

\[
P=\sqrt{1+w}\,(X+Y),\qquad Q=\sqrt{1-w}\,(X-Y).
\]

Half the sum and half the difference of the two radial equations are, with \(\nu=\zeta w/\mu\),

\[
X'=\mu X-\frac{\nu}{r}X-\frac{\kappa+\zeta/\mu}{r}Y,\qquad
Y'=-\mu Y+\frac{\nu}{r}Y+\frac{\zeta/\mu-\kappa}{r}X .
\]

Insert \(X=r^\gamma e^{-\mu r}\sum x_kr^k\), and likewise \(Y\) with \(y_k\):

\[
(k+\gamma+\nu)x_k+(\kappa+\zeta/\mu)y_k=2\mu x_{k-1},\qquad
(k+\gamma-\nu)y_k=(\zeta/\mu-\kappa)x_k .
\]

Multiply the first equation by \(k+\gamma-\nu\) and use the second. Since \(\zeta^2/\mu^2-\nu^2=\zeta^2\), the factor of \(x_k\) is \((k+\gamma)^2+\zeta^2-\kappa^2=k(k+2\gamma)\), so

\[
x_k=\frac{2\mu(k+\gamma-\nu)}{k(k+2\gamma)}\,x_{k-1}.
\]

An unending series grows as \(e^{2\mu r}\), up to powers, and defeats the decay \(e^{-\mu r}\). A bound state needs \(\nu=n_r+\gamma\), which gives

\[
E=\frac{mc^2}{\sqrt{1+\zeta^2/(n_r+\gamma)^2}} . \tag{3}
\]

The case \(n_r=0\) needs care. Then \(\nu=\gamma\) and \(\zeta/\mu=|\kappa|\). For \(\kappa<0\) the second equation at \(k=0\) forces \(x_0=0\), and the series stops. For \(\kappa>0\) the first gives \(x_0=-(\kappa/\gamma)y_0\neq0\), and the series does not stop. Hence \(n_r=0\) exists for \(\kappa<0\) and is absent for \(\kappa>0\). For \(\kappa=-1\) it is the 1s level, \(E=\gamma mc^2\), because \(\gamma^2+\zeta^2=1\).

## What goes wrong with the matrix of H alone

The Galerkin method diagonalizes \(L\). Let \(\Pi\) project on the trial space. An eigenvector \(u\) of \(L\) satisfies \(\Pi(H-E)u=0\), while the part \((1-\Pi)Hu\) is not controlled. For an operator bounded below, the minimum principle limits the damage. The Dirac operator has a continuum below the gap as well, and that protection is missing.

One radial function is enough to see the failure. Use \(f=r^\gamma e^{-\lambda r}\) in both components, with \(|\kappa|=1\). For normalized \(f\), \(\langle f,f'\rangle=0\) and \(\langle1/r\rangle=2\lambda\,\Gamma(2\gamma)/\Gamma(2\gamma+1)=\lambda/\gamma\). With \(t=\hbar\lambda/(mc\gamma)\),

\[
L=mc^2\begin{pmatrix}1-\zeta t&\kappa t\\ \kappa t&-1-\zeta t\end{pmatrix},\qquad
E_\pm=mc^2\left(-\zeta t\pm\sqrt{1+t^2}\right).
\]

The sign of \(\kappa\) has dropped out. At \(\lambda=\zeta mc/\hbar\), where \(t=\zeta/\gamma\), the upper value is \(mc^2(1-\zeta^2)/\gamma=\gamma mc^2\). For \(\kappa=-1\) this is the true 1s level. For \(\kappa=+1\) it is a false p1/2 level at the same energy.

A larger basis does not help if both components keep the same radial functions \(f_i\), taken real and orthonormal. Let \(M_{ij}=\langle f_i,r^{-1}f_j\rangle\), \(D_{ij}=\langle f_i,f_j'\rangle\) and \(J=i\sigma_2\). Then

\[
L(\kappa)-E=A_\kappa\otimes M+B\otimes1-\hbar c\,J\otimes D,
\]
\[
A_\kappa=\hbar c(-\zeta+\kappa\sigma_1),\qquad B=mc^2\sigma_3-E .
\]

Let \(G=A_\kappa^{-1}B\), which exists because \(\det A_\kappa=-(\hbar c\gamma)^2\). Its traceless part \(G_0=G-\tfrac12\operatorname{tr}G\) has square \(d\cdot1\), with

\[
d=\tfrac14(\operatorname{tr}G)^2-\det G=\frac{\kappa^2E^2-\gamma^2m^2c^4}{(\hbar c\gamma^2)^2}.
\]

For \(d\ne0\) set \(T=G_0/\sqrt d\), complex if necessary. Then \(T^2=1\) and, since \(T\) is traceless, \(\det T=-1\). Both \(A_\kappa G=B\) and \(BG=BA_\kappa^{-1}B\) are symmetric, so \(A_\kappa T=T^{\mathsf T}A_\kappa\) and \(BT=T^{\mathsf T}B\). It follows that \(T^{\mathsf T}A_\kappa T=A_\kappa\) and \(T^{\mathsf T}BT=B\).

Now take \(S=\sigma_3T\). Since \(\sigma_3\sigma_1\sigma_3=-\sigma_1\),

\[
S^{\mathsf T}A_{-\kappa}S=A_\kappa,\qquad S^{\mathsf T}BS=B,\qquad S^{\mathsf T}JS=(\det S)J=J .
\]

Therefore \((S\otimes1)^{\mathsf T}[L(-\kappa)-E](S\otimes1)=L(\kappa)-E\), and taking determinants gives

\[
\det[L(\kappa)-E]=\det[L(-\kappa)-E]. \tag{4}
\]

Both sides are polynomials in \(E\), so the equality extends to the two points where \(d=0\). The Galerkin spectra for \(\kappa\) and \(-\kappa\) coincide at every basis size. Whenever the s1/2 calculation approximates 1s well, the p1/2 calculation contains a false copy just as well converged. Stability under enlargement of the basis thus does not by itself show that a level is true. The identity (4) uses the \(1/r\) form of \(V\), which lets the potential and the \(\kappa/r\) term share the matrix \(M\). For a screened potential the two spectra no longer coincide: with \(V\) multiplied by \(e^{-0.05\,mcr/\hbar}\), six functions per component from the basis used below give lowest gap values of 421.3 keV for \(\kappa=-1\) and 418.7 keV for \(\kappa=+1\).

## Designing an equation that knows its own error

For any normalized \(u\in D(H)\), let \(a=\langle u,Hu\rangle\) and

\[
\sigma^2=\|(H-a)u\|^2=\|Hu\|^2-a^2 .
\]

In the spectral representation \(\sigma^2\) is the average of \((E-a)^2\) over the energy distribution of \(u\). If all spectrum were farther than \(\sigma\) from \(a\), this average would exceed \(\sigma^2\). So there is spectrum in \([a-\sigma,a+\sigma]\). A useful scheme should deliver \(a\) and \(\sigma\) together.

They are the real and imaginary parts of the roots of one scalar quadratic:

\[
\|Hu\|^2-2z\langle u,Hu\rangle+z^2=0
\quad\Longrightarrow\quad z=a\pm i\sigma . \tag{5}
\]

This holds for every \(u\) and does not yet select one. To select vectors, require the corresponding sesquilinear equation against all trial vectors \(v\):

\[
\langle(H-\bar z)v,(H-z)u\rangle
=\langle Hv,Hu\rangle-z\langle Hv,u\rangle-z\langle v,Hu\rangle+z^2\langle v,u\rangle=0 .
\]

The inner product is conjugate-linear in its first entry, which turns \(\bar z\) into \(z\). Since \(\langle Hv,u\rangle=\langle v,Hu\rangle\), this is \(Q(z)u=0\), the problem (1). Conversely, if \(Q(z)u=0\) with \(\|u\|=1\), the choice \(v=u\) returns (5). So \(a\) is the mean energy of the root vector, \(|b|\) is its standard deviation, and (2) is proved. If \(b=0\), then \((H-a)u=0\) and \(a\) is an eigenvalue.

The absence of pollution follows. If \(z_N\to x\) with \(x\) real, then \(|\operatorname{Im}z_N|\to0\), and spectral points in the intervals (2) also tend to \(x\). The spectrum is closed, so it contains \(x\).

The missing information in the Galerkin method can now be displayed. Splitting \(Hu\) into its parts inside and outside the trial space gives

\[
K=L^2+R^\dagger R,\qquad R=(1-\Pi)H\Pi,\qquad Q(z)=(L-z)^2+R^\dagger R .
\]

If \(K\) is replaced by the matrix square \(L^2\), the roots are the Galerkin values, each doubled, and the false level returns. \(K\) must be computed from the functions \(H\phi_j\). These need to be square integrable; \(H^2\phi_j\) need not be.

## How far a false root is pushed away

Suppose an interval \((\alpha_1,\beta_1)\) contains no spectrum. Then \((E-\alpha_1)(E-\beta_1)\ge0\) on the whole spectrum. Averaging over \(u\), and using \(\langle H-a\rangle=0\), gives

\[
0\le\langle(H-\alpha_1)u,(H-\beta_1)u\rangle=b^2+(a-\alpha_1)(a-\beta_1),
\]
\[
b^2\ge(a-\alpha_1)(\beta_1-a). \tag{6}
\]

Geometrically, no root lies in the open disc having \((\alpha_1,\beta_1)\) as diameter.

The same inequality sharpens a good enclosure. Let \((\alpha_1,\beta_1)\) contain one eigenvalue \(E\) and no other spectrum, with \(\alpha_1<a<\beta_1\). Applying (6) to the empty intervals \((E,\beta_1)\) and \((\alpha_1,E)\) gives

\[
a-\frac{b^2}{\beta_1-a}\;\le\;E\;\le\;a+\frac{b^2}{a-\alpha_1}. \tag{7}
\]

The width is now quadratic in \(b\). The price is the knowledge that \(E\) is isolated, which the pencil itself does not supply.

The one-function false level shows these quantities in closed form. At \(\lambda=\zeta mc/\hbar\) and \(\kappa=+1\), its vector is \(u\propto(f,qf)\) with \(q=(1-\gamma)/\zeta\). Acting with \(H\) and collecting terms gives

\[
(H-\gamma mc^2)(f,qf)=2\hbar c\,(-qf',f').
\]

Hence \(\sigma=2\hbar c\|f'\|/\|f\|\). From \(f'=(\gamma/r-\lambda)f\), \(\langle1/r\rangle=\lambda/\gamma\) and \(\langle1/r^2\rangle=2\lambda^2/[\gamma(2\gamma-1)]\),

\[
\frac{\|f'\|^2}{\|f\|^2}=\lambda^2\left(\frac{2\gamma}{2\gamma-1}-2+1\right)=\frac{\lambda^2}{2\gamma-1},
\qquad \sigma=\frac{2\zeta mc^2}{\sqrt{2\gamma-1}} .
\]

For light nuclei \(\sigma\to2\zeta mc^2\), while the binding energy is of order \(\zeta^2mc^2\). The false state is therefore exposed in the nonrelativistic limit too. In that limit (6), with \(\alpha_1=-mc^2\) and \(\beta_1\) the 2p level, requires \(b\ge\sqrt{2\cdot\tfrac38}\,\zeta mc^2\approx0.87\,\zeta mc^2\), which the value \(2\zeta mc^2\) respects. As \(\gamma\to1/2\) the spread diverges, because \(Hf\) ceases to be square integrable.

## The algorithm

1. Choose trial functions in \(D(H)\). Here they are \(r^{\gamma+k}e^{-\lambda r}\), \(k=0,\dots,N-1\), in each component, so \(n=2N\). Near the origin \(H\phi\sim r^{\gamma-1}\), which is square integrable for \(\gamma>1/2\), and boundary terms vanish as \(r^{2\gamma}\).
2. Orthonormalize them with Laguerre polynomials and integrate \(L\) and \(K\) by Gauss-Laguerre quadrature with weight \(x^{2\gamma-2}e^{-x}\), \(x=2\lambda r\). The remaining factors are polynomials, so a sufficient number of nodes leaves no quadrature error apart from rounding.
3. Turn \(z^2u=2zLu-Ku\) into an ordinary eigenvalue problem:

\[
\begin{pmatrix}0&1\\-K&2L\end{pmatrix}\begin{pmatrix}u\\zu\end{pmatrix}=z\begin{pmatrix}u\\zu\end{pmatrix}.
\]

There are \(2n\) roots, in conjugate pairs because \(Q(z)^\dagger=Q(\bar z)\).

4. Keep the roots whose interval (2) lies in the gap. If isolation is known, apply (7).

A good root is nearly double, since \(a+ib\) and \(a-ib\) almost meet. An error \(\eta\) in \(b^2\) changes \(b\) by about \(\eta/(2b)\), so rounding matters when \(b\) is small. The cure is to recompute \(a\) and \(\|(H-a)u\|\) directly from the root vector. The enclosure holds for any vector, so an imperfect \(u\) does not spoil it.

If a true eigenvector lies in the trial space, \(Q(E)\) annihilates it and \(E\) is a root. When it is merely approximated, convergence has to be observed; no convergence theorem is proved here.

## Hydrogen-like bismuth

Take Bi⁸²⁺ with \(Z=83\), so \(\zeta=0.60568\), \(\gamma=0.79571\) and \(mc^2=510.99895\) keV. The model omits nuclear size, recoil and radiative corrections; nuclear size alone (a uniform sphere of rms radius 5.5 fm) raises the 1s level by about 75 eV. The fine digits below test the bounds within this model at fixed constants; they do not predict a measured energy. They use the CODATA 2022 values \(\alpha=7.2973525643\times10^{-3}\) and \(mc^2=510.99895069\) keV. With the 2018 values the 1s level moves down by 0.0007 eV, nearly the full width of the sharpened bounds below. Energies include the rest energy.

Equation (3) gives 1s at \(0.795708\times510.99895=406.606\) keV, 2s and 2p1/2 at 484.198 keV, and 3s and 3p1/2 at 499.413 keV. The exponent is \(\lambda=0.7\,\zeta mc/\hbar=1.0979\ \mathrm{pm}^{-1}\), chosen so that no eigenvector treated here is contained in the basis.

For \(\kappa=-1\) the lowest root in the gap with a small imaginary part is:

| \(N\) | \(a\) (keV) | \(b\) (keV) | \(a-E_{1s}\) (eV) |
|---|---|---|---|
| 4 | 406.60999 | 0.92742 | 3.97 |
| 5 | 406.60619 | 0.19340 | 0.170 |
| 6 | 406.60602 | 0.03925 | 0.0069 |
| 7 | 406.60602 | 0.00780 | 0.0003 |

At this exponent each added function per component reduces \(b\) by a factor of about five. The factor depends on \(\lambda\): from \(N=4\) to \(5\) it is 2.6 at \(\lambda=0.5\,\zeta mc/\hbar\) and 10 at \(0.85\,\zeta mc/\hbar\). The error of \(a\) falls much faster, as (7) leads one to expect, since it is bounded by terms in \(b^2\). At \(N=7\) the intervals are 406.598 to 406.614, 484.189 to 484.207 and 498.039 to 501.490 keV. They contain the 1s, 2s and 3s levels.

To sharpen the first interval, take \(\alpha_1=-mc^2\) and \(\beta_1=484.18885\) keV, the lower end of the second interval. Equation (3) confirms that 1s is the sole level between them. The two corrections in (7) are

\[
\frac{(0.00780)^2}{484.189-406.606}\approx7.8\times10^{-7}\ \text{keV},\qquad
\frac{(0.00780)^2}{406.606+510.999}\approx6.6\times10^{-8}\ \text{keV}.
\]

Their sum is the width, 0.00085 eV, compared with 15.6 eV for the plain enclosure. The result is

\[
406.6060161\ \text{keV}\le E_{1s}\le406.6060170\ \text{keV},
\]

or \(6.51454658\times10^{-14}\) J to \(6.51454660\times10^{-14}\) J. The reference value 406.6060166 keV lies inside.

For \(\kappa=+1\) the Galerkin method gives a level at 406.60788 keV for \(N=4\) and at 406.60602 keV for \(N=7\). It looks converged, yet the lowest true p1/2 level is 77.592 keV higher. Its energy spread tells the truth: 1335 keV at \(N=4\) and 1774 keV at \(N=7\). The spread grows over the four sizes computed; no law for this growth is claimed. By (6), any vector with this mean energy must have a spread of at least

\[
\sqrt{(406.606+510.999)(484.198-406.606)}\approx266.8\ \text{keV}.
\]

This is a lower bound, and the actual spread is several times larger. The second-order roots leave the region empty: the nearest one to the false level is 77.592 keV away, which is the distance to 2p1/2. The sharp intervals at \(N=7\) are 484.192 to 484.203 keV and 498.259 to 501.037 keV, containing 2p1/2 and 3p1/2. No sharp interval appears at the 1s energy.

The enclosure and the excluded discs were tested for every computed root with \(b>0\), for both signs of \(\kappa\) and all four basis sizes, against the levels (3). The lowest of these levels were themselves checked by a scan of the radial solutions. The numerical output follows.

## Computed values

```
nuclear charge Z = 83, Z*alpha = 0.605680, gamma = 0.795708
rest energy m c^2 = 510.99895 keV
length hbar/(m c) = 0.386159 pm
trial exponent lambda = 1.097931 1/pm
reference level 1s1/2 = 406.60602 keV
reference level 2s1/2 and 2p1/2 = 484.19788 keV
reference level 3s1/2 and 3p1/2 = 499.41319 keV
N=4 kappa=-1 lowest root: Re = 406.60999 keV, Im = 0.92742 keV
N=4 Re minus 1s reference = 3.9717 eV
N=5 kappa=-1 lowest root: Re = 406.60619 keV, Im = 0.19340 keV
N=5 Re minus 1s reference = 0.1700 eV
N=6 kappa=-1 lowest root: Re = 406.60602 keV, Im = 0.03925 keV
N=6 Re minus 1s reference = 0.0069 eV
N=7 kappa=-1 lowest root: Re = 406.60602 keV, Im = 0.00780 keV
N=7 Re minus 1s reference = 0.0003 eV
N=7 kappa=-1 enclosure: 406.59821 to 406.61382 keV
N=7 kappa=-1 enclosure: 484.18885 to 484.20692 keV
N=7 kappa=-1 enclosure: 498.03918 to 501.48972 keV
isolation limit beta used for 1s = 484.18885 keV
sharpened 1s lower bound = 406.6060161 keV
1s reference level       = 406.6060166 keV
sharpened 1s upper bound = 406.6060170 keV
width of sharpened bounds = 0.000851 eV
sharpened 1s bounds = 6.5145465825e-14 to 6.5145465961e-14 J
N=4 kappa=+1 false Galerkin level = 406.60788 keV, spread = 1334.921 keV
N=5 kappa=+1 false Galerkin level = 406.60610 keV, spread = 1496.024 keV
N=6 kappa=+1 false Galerkin level = 406.60602 keV, spread = 1641.018 keV
N=7 kappa=+1 false Galerkin level = 406.60602 keV, spread = 1774.067 keV
N=7 least spread allowed at the false level = 266.831 keV
N=7 nearest second-order root is 77.592 keV away
N=7 kappa=+1 enclosure: 484.19244 to 484.20332 keV
N=7 kappa=+1 enclosure: 498.25888 to 501.03705 keV
```
